\section*{When Ohmic Heating Equals Hard-Wall Stochastic Heating in a Capacitive Discharge}

\section{Problem}

A capacitive discharge between two parallel electrodes has a uniform bulk of length $d$ and electron density $n$. The electron conduction current density is $j(t)=J\cos\omega t$, with $J$ fixed. Electrons have mass $m$, charge $-e$ and thermal energy $kT$, and lose momentum in collisions with the gas at a frequency $\nu$ that does not depend on their speed. All powers below are cycle averages per unit electrode area. SI units are used, with $kT$ in eV.

The electrons also receive a stochastic power $S_{\rm st}$ at the moving sheath edges. It is supplied as an input and does not change when $\nu$ is varied. In the hard-wall model, each of two equal sheaths contributes
\begin{equation}
S_1=\frac{m\bar v J^2}{2e^2n},\qquad \bar v=\sqrt{\frac{8kT}{\pi m}} .
\label{eq:supplied}
\end{equation}

\begin{enumerate}
\item[(a)] Find the ohmic power $S_{\rm ohm}$ in the bulk.
\item[(b)] For a general supplied $S_{\rm st}$, find the collision frequency $\nu_{\rm eq}$ at which the two powers are equal. Which one is larger below it?
\item[(c)] Insert the hard-wall term for two sheaths. Which of the given quantities remain?
\item[(d)] Verify Eq.~(\ref{eq:supplied}). Treat the sheath edge as a hard wall with velocity $u=u_0\cos\omega t$, $u_0=J/(en)$, struck by electrons from a Maxwellian at rest. Assume $u_0\ll\bar v$ and no memory of earlier wall collisions.
\item[(e)] Evaluate the result for $J=20\ \mathrm{A/m^2}$, $n=10^{16}\ \mathrm{m^{-3}}$, $d=0.05\ \mathrm m$, $kT=3\ \mathrm{eV}$ and a drive frequency of 13.56 MHz. Judge whether the assumptions hold there.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Write the momentum balance for the drift velocity, solve it for the field, and average $jE$. One of the two terms is a total time derivative.
\item[(b)] Look at how each power depends on $\nu$ when $J$ is fixed.
\item[(c)] Count the sheaths before inserting the formula.
\item[(d)] In the frame of the wall a reflection reverses the velocity. The number of impacts per second depends on the velocity relative to the wall, not on $v$ alone.
\item[(e)] Compare $\bar v/\nu_{\rm eq}$ with $d$.
\end{enumerate}

\section{Solution}

\subsection*{(a) Ohmic power}

Let $w$ be the electron drift velocity. The momentum balance and the current are
\begin{equation}
m\frac{dw}{dt}=-eE-m\nu w,\qquad j=-enw .
\end{equation}
Substituting $w=-j/(en)$ gives
\begin{equation}
-\frac{m}{en}\frac{dj}{dt}=-eE+\frac{m\nu}{en}\,j
\quad\Longrightarrow\quad
E=\frac{m}{e^2n}\left(\frac{dj}{dt}+\nu j\right).
\label{eq:field}
\end{equation}
The power per volume is $jE$. Its inertial part contains $j\,dj/dt=\tfrac12\,d(j^2)/dt$, which averages to zero over a period. With $\langle j^2\rangle=J^2/2$, multiplication by the length $d$ gives
\begin{equation}
S_{\rm ohm}=\frac{m\nu d J^2}{2e^2n}.
\label{eq:ohm}
\end{equation}

The drive frequency has dropped out because the current is fixed. For a fixed field amplitude $E_0$ the result would look different: Eq.~(\ref{eq:field}) gives $E_0=(m/e^2n)\sqrt{\omega^2+\nu^2}\,J$, so the power would vary as $\nu/(\omega^2+\nu^2)$ and would not be linear in $\nu$.

\subsection*{(b) Equality for a general supplied power}

Setting $S_{\rm ohm}=S_{\rm st}$ and solving for $\nu$,
\begin{equation}
\nu_{\rm eq}=\frac{2e^2n\,S_{\rm st}}{m d J^2}.
\label{eq:general}
\end{equation}
Dividing Eq.~(\ref{eq:ohm}) by its own value at $\nu_{\rm eq}$ gives
\begin{equation}
\frac{S_{\rm ohm}}{S_{\rm st}}=\frac{\nu}{\nu_{\rm eq}} .
\end{equation}
There is therefore one crossing. Stochastic heating is the larger term below it and ohmic heating above it.

\subsection*{(c) Hard-wall term}

Two equal sheaths supply $S_{\rm st}=2S_1=m\bar vJ^2/(e^2n)$. Then
\begin{equation}
\nu_{\rm eq}=\frac{2e^2n}{mdJ^2}\,\frac{m\bar vJ^2}{e^2n}=\frac{2\bar v}{d}.
\label{eq:result}
\end{equation}
Current and density cancel because both powers are proportional to $J^2/n$. Only the bulk length and, through $\bar v$, the temperature and electron mass remain. If one sheath alone heats the electrons, $S_{\rm st}=S_1$ and the result is $\bar v/d$.

The temperature is held fixed here. If it changes with gas pressure, Eq.~(\ref{eq:result}) becomes an implicit condition, with $\bar v$ evaluated at the temperature that belongs to $\nu_{\rm eq}$.

\subsection*{(d) Origin of the supplied term}

Count velocities positive towards the wall, so that $u>0$ means that the wall recedes from the plasma. In the wall frame an electron arrives with $v-u$ and leaves with $-(v-u)$. Back in the laboratory frame its velocity is $2u-v$, and its energy gain is
\begin{equation}
\tfrac12m\left[(2u-v)^2-v^2\right]=\tfrac12m\,(4u^2-4uv)=-2mu(v-u).
\end{equation}
An electron is slowed by a receding wall and accelerated by an approaching one.

Electrons with $v>u$ reach the wall, at the rate $(v-u)f(v)\,dv$ per area, where
\begin{equation}
f(v)=\frac{n}{\sqrt{2\pi}\,v_{\rm th}}\,e^{-v^2/2v_{\rm th}^2},\qquad v_{\rm th}^2=\frac{kT}{m}.
\end{equation}
The averaged power is therefore
\begin{equation}
S_1=-2m\,\langle u\,G(u)\rangle,\qquad G(u)=\int_u^\infty (v-u)^2f(v)\,dv .
\label{eq:wall}
\end{equation}

For slow walls, expand $G$ about $u=0$. In the first two derivatives the moving lower limit contributes nothing, since the integrand vanishes there:
\begin{align}
G'(u)&=-2\int_u^\infty(v-u)f\,dv, & G'(0)&=-2\Gamma,\\
G''(u)&=2\int_u^\infty f\,dv, & G''(0)&=n,\\
G'''(u)&=-2f(u), & G'''(0)&=-2f(0).
\end{align}
Here $\Gamma$ is the one-sided flux onto a wall at rest,
\begin{equation}
\Gamma=\int_0^\infty vf\,dv=\frac{n v_{\rm th}}{\sqrt{2\pi}}=\frac{n\bar v}{4},
\end{equation}
where the last step uses $\bar v=\sqrt{8/\pi}\,v_{\rm th}$. Hence
\begin{equation}
G(u)=G(0)-2\Gamma u+\tfrac12nu^2-\tfrac13f(0)u^3+\dots
\end{equation}
After multiplication by $u$, odd powers average to zero. With $\langle u^2\rangle=u_0^2/2$ and $\langle u^4\rangle=3u_0^4/8$,
\begin{equation}
S_1=4m\Gamma\langle u^2\rangle+\tfrac23mf(0)\langle u^4\rangle+\dots
=2m\Gamma u_0^2+\tfrac14mf(0)u_0^4+\dots
\end{equation}
Since $f(0)/\Gamma=1/v_{\rm th}^2$, this is
\begin{equation}
S_1=\tfrac12mn\bar v\,u_0^2\left(1+\frac{u_0^2}{8v_{\rm th}^2}+\dots\right).
\label{eq:correction}
\end{equation}
The leading term with $u_0=J/(en)$ is Eq.~(\ref{eq:supplied}).

The net gain has two equal sources at this order. In the product of energy gain and impact rate, the terms in $u^2v$ are $2mu^2v$ from the gain itself and another $2mu^2v$ from the rate: an approaching wall, which gives energy, is also struck more often.

\subsection*{(e) Numbers and their meaning}

At 3 eV the mean speed is $\bar v=1.159\times10^6\ \mathrm{m/s}$, so
\begin{equation}
\nu_{\rm eq}=\frac{2\times1.159\times10^6\ \mathrm{m/s}}{0.05\ \mathrm m}
=4.64\times10^7\ \mathrm{s^{-1}}.
\end{equation}
With $\omega=8.52\times10^7\ \mathrm{s^{-1}}$, this is $0.544\,\omega$. A single heating sheath would give $2.32\times10^7\ \mathrm{s^{-1}}$.

For the powers, use $m=kT/v_{\rm th}^2$ in $S_1=2m\Gamma u_0^2$. With $u_0=1.248\times10^4\ \mathrm{m/s}$ and $v_{\rm th}=7.264\times10^5\ \mathrm{m/s}$, $(u_0/v_{\rm th})^2=2.95\times10^{-4}$. The flux is $\Gamma=2.898\times10^{21}\ \mathrm{m^{-2}s^{-1}}$, and
\begin{equation}
S_1=2\,\Gamma\,kT\,\frac{u_0^2}{v_{\rm th}^2}
=5.13\times10^{18}\ \mathrm{eV\,m^{-2}s^{-1}}=0.823\ \mathrm{W/m^2}.
\end{equation}
The two sheaths supply $1.645\ \mathrm{W/m^2}$. The ohmic power is $0.823$, $1.645$ and $3.291\ \mathrm{W/m^2}$ at half, equal and double $\nu_{\rm eq}$.

\paragraph{Assumptions that hold well.} The ratio $u_0/\bar v$ is 0.011, and the correction in Eq.~(\ref{eq:correction}) is $3.7\times10^{-5}$ of the leading term. A root search that integrates the electron motion for the ohmic power, and the wall collisions over velocity and phase for the stochastic power, places the crossing higher than $2\bar v/d$ by this same fraction. At the much faster wall speed $u_0=0.3\,v_{\rm th}$, the predicted excess is 0.01125 and the integrated one 0.01121. The wall moves with an amplitude $u_0/\omega=0.15$ mm, small beside the 50 mm bulk. The neglected displacement current in the bulk is $2.6\times10^{-4}$ of the conduction current at the crossing.

\paragraph{Assumptions that are marginal.} Equation~(\ref{eq:result}) gives $\bar v/\nu_{\rm eq}=d/2=0.025$ m. At speed $\bar v$, a straight path across the bulk is thus only $\nu_{\rm eq}d/\bar v=2$ mean free paths long. Some electrons, most easily the fast ones, cross it without a collision (about 9\% of the flux) and keep a memory of the previous sheath collision, which part (d) assumed absent. The size of the effect can be estimated in a linearised one-dimensional model with two hard walls, in which a perturbation is multiplied by $\phi=e^{-(\nu+i\omega)d/v}$ in one crossing. There $S_1$ is multiplied by the average of $\mathrm{Re}[(1-\phi)/(1+\phi)]$ with weight $v^3f(v)$. This factor is about 1.2 at $\nu_{\rm eq}$ and 1.5 at half of it, so $S_{\rm st}$ depends on $\nu$, and the crossing moves up by roughly 17\%. The sheath edge is not sharp either. Its width is of the order of the Debye length, which is 0.13 mm here, about the same as the amplitude of the wall motion. A hard wall also needs a sheath voltage far above $kT/e$, and that is not the case here. A sheath of uniform ion density $n$ whose thickness swings between zero and $2u_0/\omega$ has a drop $en(2u_0/\omega)^2/2\varepsilon_0=7.8$ V at its peak and 2.9 V on average. This is comparable with $kT/e$ and below the floating drop of about 14 V in argon. Finally, the given $J$, $n$ and $kT$ do not satisfy a power balance. Take argon, an edge density of $0.3n$ and the Bohm flux to both electrodes. The ionisation energy of the lost ions alone then costs about $40\ \mathrm{W/m^2}$, more than ten times the $3.3\ \mathrm{W/m^2}$ supplied at the crossing. The value of $\nu_{\rm eq}$ is therefore an estimate within the hard-wall model, not a prediction for a real discharge.

\section{Variations}

\subsection*{Variation 1: doubled current and tripled density}

\emph{Replace $J$ by $2J$ and $n$ by $3n$, with $d$ and $T$ unchanged. Find the new $\nu_{\rm eq}$ if $S_{\rm st}$ is (i) held at its former value in $\mathrm{W/m^2}$, (ii) recalculated from the hard-wall formula.}

(i) Equation~(\ref{eq:general}) scales as $n/J^2$ at fixed $S_{\rm st}$, so $\nu_{\rm eq}$ is multiplied by $3/4$:
\begin{equation}
\nu_{\rm eq}=\tfrac34\times4.64\times10^7\ \mathrm{s^{-1}}=3.48\times10^7\ \mathrm{s^{-1}}.
\end{equation}

(ii) The hard-wall power scales as $J^2/n$ and is multiplied by $4/3$. The two factors cancel, and $\nu_{\rm eq}$ stays at $4.64\times10^7\ \mathrm{s^{-1}}$. The cancellation in part (c) is thus a property of the hard-wall term, not of the equality condition. Halving $d$ instead would double the result to $9.27\times10^7\ \mathrm{s^{-1}}$.

\subsection*{Variation 2: electrons that drift with the wall}

\emph{In a strictly uniform plasma the electrons that carry the current drift with velocity $u(t)$, the same as that of the wall. Repeat part (d) with $f(v)$ replaced by $f(v-u)$.}

Substitute $s=v-u$ in Eq.~(\ref{eq:wall}):
\begin{equation}
G=\int_u^\infty(v-u)^2f(v-u)\,dv=\int_0^\infty s^2f(s)\,ds=\tfrac12nv_{\rm th}^2 .
\end{equation}
This no longer depends on $u$. The instantaneous power is
\begin{equation}
-2mu\,G=-mnv_{\rm th}^2\,u=-nkT\,u,
\end{equation}
which is the work done by the wall against the electron pressure. It is returned in the other half of the cycle, and since $\langle u\rangle=0$ the mean power vanishes for any $u_0$. Equation~(\ref{eq:general}) then gives $\nu_{\rm eq}=0$: within this model, ohmic heating is the larger term at every $\nu>0$.

The supplied term of Eq.~(\ref{eq:supplied}) is therefore an additional assumption about the electrons that arrive at the sheath. It does not follow from the uniform plasma used for the ohmic part. By Eq.~(\ref{eq:wall}), net heating requires $\langle uG\rangle<0$, so the distribution of the arriving electrons, seen from the wall, must change during the cycle. This happens, for example, if they drift in phase with the wall but more slowly. With $f(v-au)$ in Eq.~(\ref{eq:wall}), $G$ depends on $(1-a)u$ in place of $u$, and the leading power is $(1-a)$ times that of Eq.~(\ref{eq:supplied}): heating for $a<1$, cooling for $a>1$. The factor $(1-a)$ holds for the same arriving density $n$. Electrons that start in a denser region have a smaller drift there for the same current, which suggests $a<1$. Their density and drift on arrival, however, depend on the fields between that region and the sheath, which this model does not contain. The power found in that way can be inserted in Eq.~(\ref{eq:general}), provided that it does not depend on $\nu$; if it does, the equation has to be solved self-consistently.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Current density amplitude J: 20.0 A/m^2
Electron density n: 1.00e+16 m^-3
Bulk length d: 0.050 m
Electron thermal energy kT: 3.0 eV
Drive frequency: 1.3560e+07 Hz
Angular drive frequency omega: 8.5200e+07 s^-1
Mean electron speed vbar: 1.1592e+06 m/s
Thermal speed vth: 7.2639e+05 m/s
Wall speed amplitude u0: 1.2483e+04 m/s
Ratio u0/vbar: 0.0108 (dimensionless)
Wall displacement amplitude u0/omega: 1.465e-04 m
One-sided electron flux: 2.8979e+21 m^-2 s^-1
Hard-wall power, one sheath, formula: 0.82270 W/m^2
Hard-wall power, one sheath, quadrature: 0.82273 W/m^2
Supplied power, two sheaths: 1.6454 W/m^2
Equality frequency nu_eq, formula: 4.6366e+07 s^-1
Equality frequency, root search: 4.6368e+07 s^-1
Relative difference of the two: 3.69e-05 (dimensionless)
Predicted finite-speed correction: 3.69e-05 (dimensionless)
Equality frequency, one heating sheath: 2.3183e+07 s^-1
Root search with 2J and 3n: 4.6367e+07 s^-1
Root search with d/2: 9.2736e+07 s^-1
Ratio nu_eq/omega: 0.5442 (dimensionless)
Length vbar/nu_eq: 0.0250 m
Ohmic power at 0.5 nu_eq: 0.8227 W/m^2
Ohmic power at 1.0 nu_eq: 1.6454 W/m^2
Ohmic power at 2.0 nu_eq: 3.2908 W/m^2
Finite-speed excess at u0 = 0.3 vth, quadrature: 0.01121 (dimensionless)
Finite-speed excess at u0 = 0.3 vth, predicted: 0.01125 (dimensionless)
Drifting-Maxwellian power below 1e-9 of hard-wall term: True
Displacement/conduction current ratio: 2.60e-04 (dimensionless)
\end{verbatim}
